# The Tauc-Lorentz absorption model and its Kramers-Kronig real part: a numerical check

```python
# Tauc-Lorentz dielectric function and its Kramers-Kronig partner.
# Result under test, with D(E) = (E^2-E0^2)^2 + C^2 E^2:
#   eps2(E) = A E0 C (E-Eg)^2 / (E D(E)) for E > Eg, zero in the gap;
#   eps1(E) = einf + A E0 C/(pi E D) [(E+Eg)^2 ln(E+Eg) - (E-Eg)^2 ln|E-Eg|]
#             - A E0/(pi a) Im{ X / (p (p^2-E^2)) },
#   a = sqrt(E0^2-C^2/4), p = a + iC/2,
#   X = (p-Eg)^2 Log(Eg-p) - (p+Eg)^2 Log(Eg+p).
# A: amplitude, E0: resonance energy, C: broadening, Eg: gap (all eV);
# einf: constant from transitions far above the range.
import cmath
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import xlogy

Model = namedtuple("Model", "A E0 C Eg einf")


def denominator(E, m):
    return (E * E - m.E0**2)**2 + m.C**2 * E * E


def lorentz(E, m):
    return m.einf + m.A * m.E0 / (m.E0**2 - E * E - 1j * m.C * E)


def eps2(E, m):
    if E <= m.Eg:
        return 0.0
    return m.A * m.E0 * m.C * (E - m.Eg)**2 / (E * denominator(E, m))


def pole_data(m):
    a = np.sqrt(m.E0**2 - m.C**2 / 4)
    p = complex(a, m.C / 2)
    X = ((p - m.Eg)**2 * cmath.log(m.Eg - p)
         - (p + m.Eg)**2 * cmath.log(m.Eg + p))
    return a, p, X


def eps1(E, m):
    a, p, X = pole_data(m)
    logs = (xlogy((E + m.Eg)**2, E + m.Eg)
            - xlogy((E - m.Eg)**2, abs(E - m.Eg)))
    return (m.einf + m.A * m.E0 * m.C * logs / (np.pi * E * denominator(E, m))
            - m.A * m.E0 / (np.pi * a) * (X / (p * (p * p - E * E))).imag)


def eps1_static(m):
    a, p, X = pole_data(m)
    return (m.einf + 2 * m.A * m.C * m.Eg * (1 + 2 * np.log(m.Eg))
            / (np.pi * m.E0**3)
            - m.A * m.E0 / (np.pi * a) * (X / p**3).imag)


def strength(m):
    a, p, X = pole_data(m)
    return -m.A * m.E0 / (np.pi * a) * (X / p).imag


def eps_complex(z, m):
    """Residue formula for complex energy in the upper half plane."""
    a, p, _ = pole_data(m)
    slope = 4j * a * m.C * p
    total = ((z - m.Eg)**2 * cmath.log(m.Eg - z)
             - (z + m.Eg)**2 * cmath.log(m.Eg + z)) / (2 * z * denominator(z, m))
    for r, d in ((p, slope), (-p, -slope),
                 (p.conjugate(), slope.conjugate()),
                 (-p.conjugate(), -slope.conjugate())):
        total += (r - m.Eg)**2 * cmath.log(m.Eg - r) / (d * (r * r - z * z))
    return m.einf - 2 * m.A * m.E0 * m.C / np.pi * total


def integral(f, lo, hi):
    return quad(f, lo, hi, epsabs=1e-10, epsrel=1e-10, limit=400)[0]


def kk_quadrature(E, m):
    """eps1 from eps2 by direct principal-value integration."""
    def full(x):
        return x * eps2(x, m) / (x * x - E * E)
    if E < m.Eg:
        cut = m.Eg + 30
        value = integral(full, m.Eg, cut) + integral(full, cut, np.inf)
    else:
        w = min(0.5, (E - m.Eg) / 2)
        cut = E + 30
        value = (integral(full, m.Eg, E - w) + integral(full, E + w, cut)
                 + integral(full, cut, np.inf)
                 + quad(lambda x: x * eps2(x, m) / (x + E), E - w, E + w,
                        weight="cauchy", wvar=E, epsabs=1e-10,
                        epsrel=1e-10, limit=400)[0])
    return m.einf + 2 / np.pi * value


def kk_inverse(E, m):
    """eps2 recovered from the closed eps1 by the inverse transform."""
    w = 0.8

    def full(x):
        return (eps1(x, m) - m.einf) / (x * x - E * E)
    value = (integral(full, 0, E - w) + integral(full, E + w, E + 30)
             + integral(full, E + 30, np.inf)
             + quad(lambda x: (eps1(x, m) - m.einf) / (x + E), E - w, E + w,
                    weight="cauchy", wvar=E, epsabs=1e-9,
                    epsrel=1e-9, limit=400)[0])
    return -2 * E / np.pi * value


def step_cutoff_eps1(delta, m):
    """eps1 at Eg-delta when the Lorentz eps2 is cut by a bare step.
    The substitution x = E + delta*exp(u) removes the near singularity."""
    E = m.Eg - delta

    def f(u):
        x = E + delta * np.exp(u)
        return x * lorentz(x, m).imag / (x + E)
    return m.einf + 2 / np.pi * integral(f, 0, np.log(1e4 / delta))


film = Model(80.0, 6.0, 4.0, 3.0, 1.5)
models = [film, Model(120.0, 3.5, 2.2, 1.2, 1.0), Model(50.0, 8.0, 0.6, 2.0, 2.0)]

# Joint density of states of two parabolic edges without k selection
width = 1.7
jdos = integral(lambda x: np.sqrt(x * (width - x)), 0, width)
assert abs(jdos - np.pi * width**2 / 8) < 1e-7

worst_kk = 0.0
for m in models:
    a, p, X = pole_data(m)
    poly = np.array([1, 0, m.C**2 - 2 * m.E0**2, 0, m.E0**4])
    assert min(abs(np.roots(poly) - p)) < 1e-8
    assert abs(np.polyval(np.polyder(poly), p) - 4j * a * m.C * p) < 1e-8 * m.E0**3

    # Closed real part against principal-value quadrature
    for E in (0.4 * m.Eg, 0.9 * m.Eg, 1.3 * m.Eg, m.E0, 1.7 * m.E0):
        error = abs(eps1(E, m) - kk_quadrature(E, m))
        worst_kk = max(worst_kk, error)
        assert error < 1e-7
    assert abs(eps1_static(m) - kk_quadrature(0.0, m)) < 1e-7

    # Complex energies, including points close to the apparent poles
    for z in (1 + 1j, p + 0.01, -p.conjugate() + 0.01j, 0.5j):
        def kernel(x):
            return x * eps2(x, m) / (x * x - z * z)
        cut = m.Eg + 30
        direct = m.einf + 2 / np.pi * sum(
            integral(lambda x: kernel(x).real, lo, hi)
            + 1j * integral(lambda x: kernel(x).imag, lo, hi)
            for lo, hi in ((m.Eg, cut), (cut, np.inf)))
        assert abs(direct - eps_complex(z, m)) < 1e-7

    # Boundary value on the real axis gives both parts
    for E in (0.7 * m.Eg, 1.5 * m.Eg, 1.2 * m.E0):
        boundary = eps_complex(E + 1e-8j, m)
        assert abs(boundary - (eps1(E, m) + 1j * eps2(E, m))) < 1e-5

    # Vanishing gap restores the Lorentz oscillator
    nogap = m._replace(Eg=1e-8)
    for E in (1.0, 5.0, 9.0):
        assert abs(eps1(E, nogap) + 1j * eps2(E, nogap) - lorentz(E, m)) < 1e-5

    # The result does not depend on the energy unit inside the logarithms
    s = 27.0
    scaled = Model(s * m.A, s * m.E0, s * m.C, s * m.Eg, m.einf)
    assert abs(eps1(2.3 * s, scaled) - eps1(2.3, m)) < 1e-9

    # Sum rule and high-energy expansion
    area = (integral(lambda x: x * eps2(x, m), m.Eg, m.Eg + 30)
            + integral(lambda x: x * eps2(x, m), m.Eg + 30, np.inf))
    assert abs(2 * area / np.pi / strength(m) - 1) < 1e-7
    bare = m._replace(einf=0.0)

    def remainder(E):
        return E**4 * (eps1(E, bare) + strength(m) / E**2)
    log_coefficient = 4 * m.A * m.E0 * m.C * m.Eg / np.pi
    measured = (remainder(800.0) - remainder(400.0)) / np.log(2)
    assert abs(measured / log_coefficient - 1) < 0.02

    # Logarithmic slope of eps2 at E0
    h = 1e-5
    slope_fd = np.log(eps2(m.E0 + h, m) / eps2(m.E0 - h, m)) / (2 * h)
    slope = (3 * m.Eg - m.E0) / (m.E0 * (m.E0 - m.Eg))
    assert abs(slope_fd - slope) < 1e-6

# Inverse transform: absorption returns, and the gap stays empty
recovered = {E: kk_inverse(E, film) for E in (2.0, 5.0)}
for E, value in recovered.items():
    assert abs(value - eps2(E, film)) < 1e-5

# Normal dispersion in the gap
assert np.all(np.diff([eps1(E, film) for E in np.linspace(0.1, 3.0, 60)]) > 0)

# A bare step makes eps1 diverge logarithmically at the gap
step_a, step_b = step_cutoff_eps1(1e-4, film), step_cutoff_eps1(1e-7, film)
jump = lorentz(film.Eg, film).imag
step_growth = jump / np.pi * np.log(1e3)
assert abs((step_b - step_a) / step_growth - 1) < 0.002
assert abs(eps1(film.Eg - 1e-7, film) - eps1(film.Eg - 1e-4, film)) < 1e-3

# Peak position: quintic against direct maximization
b = 2 * film.E0**2 - film.C**2
roots = np.roots([3, -5 * film.Eg, -b, 3 * b * film.Eg,
                  -film.E0**4, -film.Eg * film.E0**4])
peaks = [r.real for r in roots if abs(r.imag) < 1e-9 and r.real > film.Eg]
assert len(peaks) == 1
peak = peaks[0]
found = minimize_scalar(lambda E: -eps2(E, film), bounds=(3.1, 15),
                        method="bounded", options={"xatol": 1e-9}).x
assert abs(found - peak) < 1e-5


# Tauc plot: exact slope at the edge, shifted intercept for a finite window
def tauc(E):
    return E * np.sqrt(eps2(E, film))


def intercept(E1, E2):
    return E1 - tauc(E1) * (E2 - E1) / (tauc(E2) - tauc(E1))


assert abs(tauc(film.Eg + 1e-6) / 1e-6 - np.sqrt(jump)) < 1e-4
wide, narrow = intercept(3.5, 4.0), intercept(3.05, 3.10)
assert wide > narrow > film.Eg and narrow - film.Eg < 0.01

a, p, X = pole_data(film)
print(f"A = {film.A:.1f} eV, E0 = {film.E0:.1f} eV, C = {film.C:.1f} eV")
print(f"Eg = {film.Eg:.1f} eV, eps_inf = {film.einf:.2f}")
print(f"a = {a:.5f} eV, Im p = {p.imag:.5f} eV")
print(f"X (energies in eV) = {X.real:.5f} {X.imag:+.5f} i eV^2")
print(f"static eps1(0) = {eps1_static(film):.5f}")
print(f"static Lorentz eps1(0) = {lorentz(0.0, film).real:.5f}")
print("E (eV), eps1, eps2, n, k:")
for E in (1.0, 2.0, 3.0, 4.0, 5.0, 6.0, 8.0, 12.0):
    index = cmath.sqrt(complex(eps1(E, film), eps2(E, film)))
    print(f"  {E:4.1f} {eps1(E, film):9.5f} {eps2(E, film):8.5f}"
          f" {index.real:8.5f} {index.imag:8.5f}")
print(f"eps1 at 2 eV by quadrature = {kk_quadrature(2.0, film):.5f}")
print(f"eps1 at 5 eV by quadrature = {kk_quadrature(5.0, film):.5f}")
print(f"largest eps1 error, three models = {worst_kk:.1e}")
print(f"eps2 at 5 eV by inverse transform = {recovered[5.0]:.5f}")
print(f"|eps2| at 2 eV by inverse transform = {abs(recovered[2.0]):.1e}")
lor2 = lorentz(2.0, film)
print(f"Lorentz at 2 eV: eps1 = {lor2.real:.5f}, eps2 = {lor2.imag:.5f}")
print(f"sqrt(Lorentz eps1) at 2 eV = {np.sqrt(lor2.real):.5f}")
hc = const.h * const.c / const.e
print(f"wavelength at 2 eV = {hc / 2.0 * 1e9:.2f} nm")
k5 = cmath.sqrt(complex(eps1(5.0, film), eps2(5.0, film))).imag
alpha = 4 * np.pi * k5 * 5.0 / hc / 100
print(f"absorption coefficient at 5 eV = {alpha:.4e} cm^-1")
print(f"penetration depth 1/alpha at 5 eV = {1e7 / alpha:.3f} nm")
print(f"eps2 peak at {peak:.4f} eV, height {eps2(peak, film):.5f}")
print(f"d ln eps2/dE at E0 = {(3*film.Eg-film.E0)/(film.E0*(film.E0-film.Eg)):.5f} eV^-1")
print(f"Omega^2 = {strength(film):.4f} eV^2, Omega = {np.sqrt(strength(film)):.4f} eV")
print(f"Lorentz strength A*E0 = {film.A * film.E0:.1f} eV^2")
print(f"fraction Omega^2/(A*E0) = {strength(film) / (film.A * film.E0):.5f}")
print(f"Lorentz eps2 at Eg = {jump:.5f}")
print(f"step cutoff: eps1 at Eg-1e-4 eV = {step_a:.4f}")
print(f"step cutoff: eps1 at Eg-1e-7 eV = {step_b:.4f}")
print(f"predicted growth between them = {step_growth:.4f}")
print(f"E*sqrt(eps2) at 3.5 eV = {tauc(3.5):.5f} eV")
print(f"E*sqrt(eps2) at 4.0 eV = {tauc(4.0):.5f} eV")
print(f"Tauc intercept from 3.5 and 4.0 eV = {wide:.4f} eV")
print(f"Tauc intercept from 3.05 and 3.10 eV = {narrow:.4f} eV")
print("all tests passed")
```

Output:

```
A = 80.0 eV, E0 = 6.0 eV, C = 4.0 eV
Eg = 3.0 eV, eps_inf = 1.50
a = 5.65685 eV, Im p = 2.00000 eV
X (energies in eV) = -116.89323 -86.61127 i eV^2
static eps1(0) = 3.76764
static Lorentz eps1(0) = 14.83333
E (eV), eps1, eps2, n, k:
   1.0   3.82396  0.00000  1.95550  0.00000
   2.0   4.01958  0.00000  2.00489  0.00000
   3.0   4.50765  0.00000  2.12312  0.00000
   4.0   5.62834  0.73171  2.37740  0.15389
   5.0   5.98806  2.94818  2.51620  0.58584
   6.0   3.96068  5.00000  2.27369  1.09953
   8.0   0.39739  3.31858  1.36742  1.21345
  12.0   0.46245  0.92784  0.86578  0.53584
eps1 at 2 eV by quadrature = 4.01958
eps1 at 5 eV by quadrature = 5.98806
largest eps1 error, three models = 6.4e-14
eps2 at 5 eV by inverse transform = 2.94818
|eps2| at 2 eV by inverse transform = 1.1e-09
Lorentz at 2 eV: eps1 = 15.61765, eps2 = 3.52941
sqrt(Lorentz eps1) at 2 eV = 3.95192
wavelength at 2 eV = 619.92 nm
absorption coefficient at 5 eV = 2.9689e+05 cm^-1
penetration depth 1/alpha at 5 eV = 33.683 nm
eps2 peak at 6.2868 eV, height 5.11674
d ln eps2/dE at E0 = 0.16667 eV^-1
Omega^2 = 192.1882 eV^2, Omega = 13.8632 eV
Lorentz strength A*E0 = 480.0 eV^2
fraction Omega^2/(A*E0) = 0.40039
Lorentz eps2 at Eg = 6.59794
step cutoff: eps1 at Eg-1e-4 eV = 34.7378
step cutoff: eps1 at Eg-1e-7 eV = 49.2467
predicted growth between them = 14.5076
E*sqrt(eps2) at 3.5 eV = 1.48672 eV
E*sqrt(eps2) at 4.0 eV = 3.42160 eV
Tauc intercept from 3.5 and 4.0 eV = 3.1158 eV
Tauc intercept from 3.05 and 3.10 eV = 3.0014 eV
all tests passed
```
